# Fractional Parentage as a Reduced Creation Element, with Racah's Reciprocity: verification in Python

```python
"""Parentage coefficients, creation-tensor elements and particle-hole reciprocity.

Result under test, for a child term (L,S) of l^N and a parent (Lb,Sb) of l^(N-1):
  <child||a+||parent> = (-1)^N sqrt(N(2L+1)(2S+1)) c(child,parent)
  c(parent^c,child^c) = (-1)^(L+Lb+S+Sb-l-1/2)
       * sqrt(N(2L+1)(2S+1)/((4l+3-N)(2Lb+1)(2Sb+1))) * c(child,parent)
c: coefficient of the child in the basis [parent(1..N-1) x orbital(N)]^(LS).
^c: complementary state eta_N C|state>, eta_N = (-1)^(N(N+1)/2), where the
unitary C turns a+_(m,s) into (-1)^(l-m+1/2-s) a_(-m,-s) and empty into full.
Orbitals are ordered spin up first, m = l..-l; a+ puts its orbital first.
Spins are stored doubled (twoS). All quantities are dimensionless.
"""
from collections import namedtuple
from functools import lru_cache
from itertools import permutations
from math import factorial, sqrt
from types import SimpleNamespace
import numpy as np
from scipy.sparse import csr_matrix
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j

Term = namedtuple("Term", "N L twoS vec")   # vec[determinant, M_L, M_S]


def phase(k):
    return 1 - 2 * (int(k) % 2)


def make_shell(l):
    orbitals = [(m, s) for s in (1, -1) for m in range(l, -l - 1, -1)]
    n = len(orbitals)
    where = {orb: i for i, orb in enumerate(orbitals)}
    dim = 1 << n
    dets = np.arange(dim)
    count = np.array([bin(d).count("1") for d in range(dim)])
    create = []
    for i in range(n):
        free = dets[((dets >> i) & 1) == 0]
        sign = 1.0 - 2.0 * (count[free & ((1 << i) - 1)] % 2)
        create.append(csr_matrix((sign, (free | (1 << i), free)),
                                 shape=(dim, dim)))
    lplus = csr_matrix((dim, dim))
    splus = csr_matrix((dim, dim))
    for (m, s), i in where.items():
        if m < l:
            lplus = lplus + sqrt(l * (l + 1) - m * (m + 1)) * (
                create[where[m + 1, s]] @ create[i].T)
        if s == -1:
            splus = splus + create[where[m, 1]] @ create[i].T
    partner = [where[-m, -s] for m, s in orbitals]
    s_nu = [phase(l - m + (1 - s) // 2) for m, s in orbitals]
    tilde = [s_nu[i] * create[partner[i]].T for i in range(n)]
    # C acts on a determinant by replacing its creators with tilde operators
    image, sign = [dim - 1], [1.0]
    for d in range(1, dim):
        i = (d & -d).bit_length() - 1
        previous = d & (d - 1)
        target, j = image[previous], partner[i]
        assert (target >> j) & 1
        image.append(target ^ (1 << j))
        sign.append(sign[previous] * s_nu[i]
                    * phase(count[target & ((1 << j) - 1)]))
    conj = csr_matrix((sign, (image, dets)), shape=(dim, dim))
    ml = sum(((dets >> i) & 1) * orbitals[i][0] for i in range(n))
    twoms = sum(((dets >> i) & 1) * orbitals[i][1] for i in range(n))
    return SimpleNamespace(
        l=l, n=n, dim=dim, orbitals=orbitals, where=where, count=count,
        create=create, tilde=tilde, partner=partner, s_nu=s_nu, conj=conj,
        lplus=lplus, splus=splus, lminus=lplus.T.tocsr(),
        sminus=splus.T.tocsr(), ml=ml, twoms=twoms,
        raising_norm=(lplus.T @ lplus + splus.T @ splus).tocsr())


def find_terms(sh, N, L, twoS):
    """All multiplets (L,S) of l^N, from states killed by L+ and S+."""
    sector = np.where((sh.count == N) & (sh.ml == L) & (sh.twoms == twoS))[0]
    if len(sector) == 0:
        return []
    w, v = np.linalg.eigh(sh.raising_norm[sector][:, sector].toarray())
    found, S = [], twoS / 2
    for k in np.where(w < 1e-9)[0]:
        top = v[:, k]
        top = top * np.sign(top[np.abs(top) > 1e-8][0])
        vec = np.zeros((sh.dim, 2 * L + 1, twoS + 1))
        vec[sector, 0, 0] = top
        for a in range(2 * L + 1):
            if a > 0:
                M = L - a + 1
                vec[:, a, 0] = sh.lminus @ vec[:, a - 1, 0] / sqrt(
                    L * (L + 1) - M * (M - 1))
            for b in range(1, twoS + 1):
                M = S - b + 1
                vec[:, a, b] = sh.sminus @ vec[:, a, b - 1] / sqrt(
                    S * (S + 1) - M * (M - 1))
        found.append(Term(N, L, twoS, vec))
    return found


def all_terms(sh, N):
    sel = sh.count == N
    terms = []
    for L in range(sh.ml[sel].max() + 1):
        for twoS in range(N % 2, sh.twoms[sel].max() + 1, 2):
            terms += find_terms(sh, N, L, twoS)
    size = sum((2 * t.L + 1) * (t.twoS + 1) for t in terms)
    assert size == sel.sum()
    return terms


@lru_cache(maxsize=None)
def we_table(twoj, twok, twoq, twojb):
    """(-1)^(j-M) 3j(j k jb; -M q Mb) for all M, Mb in descending order."""
    table = np.zeros((twoj + 1, twojb + 1))
    for a in range(twoj + 1):
        twoM = twoj - 2 * a
        twoMb = twoM - twoq
        if abs(twoMb) <= twojb:
            args = [Rational(x, 2) for x in
                    (twoj, twok, twojb, -twoM, twoq, twoMb)]
            table[a, (twojb - twoMb) // 2] = phase(a) * float(wigner_3j(*args))
    return table


def reduced(sh, bra, ket, operators):
    """Reduced element; also asserts that every component obeys the theorem."""
    total = squares = 0.0
    left = bra.vec.reshape(sh.dim, -1)
    right = ket.vec.reshape(sh.dim, -1)
    for (m, s), op in zip(sh.orbitals, operators):
        block = (left.T @ (op @ right)).reshape(
            bra.vec.shape[1:] + ket.vec.shape[1:])
        orbit = we_table(2 * bra.L, 2 * sh.l, 2 * m, 2 * ket.L)
        spin = we_table(bra.twoS, 1, s, ket.twoS)
        total += np.einsum("abcd,ac,bd->", block, orbit, spin)
        squares += np.sum(block ** 2)
    assert abs(squares - total ** 2) < 1e-8
    return total


def c_from_reduced(sh, child, parent):
    return phase(child.N) * reduced(sh, child, parent, sh.create) / sqrt(
        child.N * (2 * child.L + 1) * (child.twoS + 1))


def wavefunction(sh, term):
    """Explicit antisymmetric function of N labelled electrons."""
    N = term.N
    out = np.zeros((sh.n,) * N + term.vec.shape[1:])
    perms = []
    for p in permutations(range(N)):
        inversions = sum(p[i] > p[j] for i in range(N) for j in range(i + 1, N))
        perms.append((p, phase(inversions) / sqrt(factorial(N))))
    for d in np.where(sh.count == N)[0]:
        occupied = [i for i in range(sh.n) if (d >> i) & 1]
        for p, amplitude in perms:
            out[tuple(occupied[i] for i in p)] += amplitude * term.vec[d]
    return out.reshape((sh.n ** N,) + term.vec.shape[1:])


@lru_cache(maxsize=None)
def cg_table(twoj1, twoj2, twoj, twoM):
    table = np.zeros((twoj1 + 1, twoj2 + 1))
    for a in range(twoj1 + 1):
        for b in range(twoj2 + 1):
            m1, m2 = twoj1 - 2 * a, twoj2 - 2 * b
            if m1 + m2 == twoM:
                args = [Rational(x, 2) for x in
                        (twoj1, twoj2, twoj, m1, m2, twoM)]
                table[a, b] = float(clebsch_gordan(*args))
    return table


def coupled(sh, parent, parent_wave, child, twoML, twoMS):
    orbit = cg_table(2 * parent.L, 2 * sh.l, 2 * child.L, twoML)
    spin = cg_table(parent.twoS, 1, child.twoS, twoMS)
    return np.einsum("xab,am,bs->xsm", parent_wave, orbit, spin).reshape(-1)


def c_by_definition(sh, child, parent):
    product = coupled(sh, parent, wavefunction(sh, parent), child,
                      2 * child.L, child.twoS)
    return product @ wavefunction(sh, child)[:, 0, 0]


def complement(sh, term):
    flat = sh.conj @ term.vec.reshape(sh.dim, -1)
    eta = phase(term.N * (term.N + 1) // 2)
    return Term(sh.n - term.N, term.L, term.twoS,
                eta * flat.reshape(term.vec.shape))


def reciprocity_factor(sh, child, parent):
    exponent = child.L + parent.L + (child.twoS + parent.twoS - 1) // 2 - sh.l
    return phase(exponent) * sqrt(
        child.N * (2 * child.L + 1) * (child.twoS + 1)
        / ((4 * sh.l + 3 - child.N) * (2 * parent.L + 1) * (parent.twoS + 1)))


def check_parentage(sh, N):
    """Definition against reduced element, and rebuilding of the child."""
    parents = all_terms(sh, N - 1)
    waves = [wavefunction(sh, p) for p in parents]
    worst, pairs = 0.0, 0
    for child in all_terms(sh, N):
        wave = wavefunction(sh, child)
        rebuilt, norm = 0.0, 0.0
        for parent, pw in zip(parents, waves):
            c = coupled(sh, parent, pw, child, 2 * child.L,
                        child.twoS) @ wave[:, 0, 0]
            worst = max(worst, abs(c - c_from_reduced(sh, child, parent)))
            rebuilt = rebuilt + c * coupled(sh, parent, pw, child,
                                            -2 * child.L, -child.twoS)
            norm += c * c
            pairs += 1
        assert np.allclose(rebuilt, wave[:, -1, -1], atol=1e-9)
        assert abs(norm - 1) < 1e-9
    assert worst < 1e-9
    return worst, pairs


def largest(matrix):
    return abs(matrix).max()


p_shell, d_shell, f_shell = make_shell(1), make_shell(2), make_shell(3)
print("All numbers are dimensionless.")

# C maps creators to tilde operators and commutes with L and S
for sh in (p_shell, d_shell, f_shell):
    C = sh.conj
    for i in range(sh.n):
        assert largest(C @ sh.create[i] @ C.T - sh.tilde[i]) < 1e-12
        assert largest(C @ sh.tilde[i] @ C.T + sh.create[i]) < 1e-12
    assert largest(C @ sh.lplus @ C.T - sh.lplus) < 1e-12
    assert largest(C @ sh.splus @ C.T - sh.splus) < 1e-12

# Parentage coefficient against reduced element
results = [check_parentage(p_shell, N) for N in range(1, 7)]
print(f"p^1..p^6: child-parent pairs {sum(r[1] for r in results)}, "
      f"largest error {max(r[0] for r in results):.1e}")
error, pairs = check_parentage(d_shell, 3)
print(f"d^3: child-parent pairs {pairs}, largest error {error:.1e}")

# Adjoint relation and reciprocity, p shell from explicit functions
worst = 0.0
for N in range(1, 7):
    for child in all_terms(p_shell, N):
        for parent in all_terms(p_shell, N - 1):
            exponent = (p_shell.l + parent.L - child.L
                        + (1 + parent.twoS - child.twoS) // 2)
            lhs = reduced(p_shell, parent, child, p_shell.tilde)
            rhs = reduced(p_shell, child, parent, p_shell.create)
            back = (p_shell.l + child.L - parent.L
                    + (1 + child.twoS - parent.twoS) // 2)
            assert abs(lhs - phase(back) * rhs) < 1e-9
            cc, pc = complement(p_shell, child), complement(p_shell, parent)
            tilde_c = reduced(p_shell, cc, pc, p_shell.tilde)
            create_c = reduced(p_shell, pc, cc, p_shell.create)
            assert abs(tilde_c - phase(exponent) * create_c) < 1e-9
            direct = c_by_definition(p_shell, pc, cc)
            formula = reciprocity_factor(p_shell, child, parent) \
                * c_by_definition(p_shell, child, parent)
            worst = max(worst, abs(direct - formula))
assert worst < 1e-9
print(f"reciprocity, all p^N: largest error {worst:.1e}")

# d^3 and d^8, with the repeated doublet D term
worst = 0.0
d3, d2 = all_terms(d_shell, 3), all_terms(d_shell, 2)
assert sum(t.L == 2 and t.twoS == 1 for t in d3) == 2
for child in d3:
    for parent in d2:
        direct = c_from_reduced(d_shell, complement(d_shell, parent),
                                complement(d_shell, child))
        formula = reciprocity_factor(d_shell, child, parent) \
            * c_from_reduced(d_shell, child, parent)
        worst = max(worst, abs(direct - formula))
assert worst < 1e-9
print(f"reciprocity, d^3 and d^8: largest error {worst:.1e}")

# Half filling: C is a common sign times (-1)^((2l+1-v)/2)
for name, sh in (("p^3", p_shell), ("d^5", d_shell)):
    qplus = csr_matrix((sh.dim, sh.dim))
    for i in range(sh.n):
        qplus = qplus + 0.5 * sh.s_nu[i] * (
            sh.create[i] @ sh.create[sh.partner[i]])
    half = np.where(sh.count == 2 * sh.l + 1)[0]
    casimir = (qplus @ qplus.T).tocsr()[half][:, half].toarray()
    w, v = np.linalg.eigh(casimir)
    q_real = (-1 + np.sqrt(1 + 4 * np.abs(w))) / 2
    q = np.rint(q_real).astype(int)
    assert np.allclose(q, q_real, atol=1e-8)
    expected = (v * (1 - 2 * (q % 2))) @ v.T
    actual = sh.conj[half][:, half].toarray()
    kappa = int(np.sign(np.sum(actual * expected)))
    assert np.allclose(actual, kappa * expected, atol=1e-9)
    counts = ", ".join(f"v={2 * sh.l + 1 - 2 * k}: {np.sum(q == k)}"
                       for k in sorted(set(q.tolist()), reverse=True))
    print(f"{name} states by seniority {counts}; common sign kappa {kappa:+d}")


def projected_weight(sh, child, spin, target, others):
    """Parent weight by projection on L or S, without coupling coefficients."""
    plus, minus = (sh.splus, sh.sminus) if spin else (sh.lplus, sh.lminus)
    mz = sh.twoms / 2 if spin else sh.ml
    weight = 0.0
    for op in sh.create:
        removed = op.T @ child.vec[:, 0, 0]
        part = removed.copy()
        for x in others:
            squared = minus @ (plus @ part) + mz * (mz + 1) * part
            part = (squared - x * (x + 1) * part) / (
                target * (target + 1) - x * (x + 1))
        weight += removed @ part
    return weight / child.N


# Sm 4f^6, term 7F, pure LS coupling in a single configuration
child = find_terms(f_shell, 6, 3, 6)[0]
letters = {1: "P", 3: "F", 5: "H"}
parents = {L: find_terms(f_shell, 5, L, 5)[0] for L in letters}
print("Sm 4f^6 7F: N = 6, L = 3, S = 3; parents in f^5")
print("Top states (M_L = L, M_S = S), all spins up, occupied m:")
for label, term in [("7F", child)] + [("6" + letters[L], parents[L])
                                      for L in (5, 3, 1)]:
    top = term.vec[:, 0, 0]
    for d in np.where(np.abs(top) > 1e-9)[0]:
        ms = [f_shell.orbitals[i][0] for i in range(f_shell.n) if (d >> i) & 1]
        print(f"  {label}: amplitude {top[d]:+.6f} on {ms}")

print(f"sqrt(N(2L+1)(2S+1)) = {sqrt(6 * 7 * 7):.6f}")
coefficients, total = {}, 0.0
for L, letter in letters.items():
    parent = parents[L]
    element = reduced(f_shell, child, parent, f_shell.create)
    c = c_from_reduced(f_shell, child, parent)
    check = projected_weight(f_shell, child, False, L,
                             [x for x in letters if x != L])
    assert abs(c * c - check) < 1e-9
    assert abs(c * c - (2 * L + 1) / 21) < 1e-9
    coefficients[L] = c
    total += c * c
    print(f"parent 6{letter}: reduced {element:+.6f}, c {c:+.6f}, "
          f"c^2 {c * c:.6f}, N c^2 {6 * c * c:.6f}")
assert abs(total - 1) < 1e-9
print(f"sum of c^2 over the sextet parents = {total:.6f}")

# One coefficient from a single matrix element
adder = f_shell.create[f_shell.where[-2, 1]]
single = child.vec[:, 0, 0] @ (adder @ parents[5].vec[:, 0, 0])
cg_orbit = float(clebsch_gordan(5, 3, 3, 5, -2, 3))
cg_spin = float(clebsch_gordan(Rational(5, 2), Rational(1, 2), 3,
                               Rational(5, 2), Rational(1, 2), 3))
by_hand = single / (phase(5) * sqrt(6) * cg_orbit * cg_spin)
assert abs(by_hand - coefficients[5]) < 1e-9
print(f"<7F top|a+(m=-2,up)|6H top> = {single:+.6f}")
print(f"CG orbit (5 5 3 -2|3 3) = {cg_orbit:+.6f}, CG spin = {cg_spin:+.6f}")
print(f"c(7F,6H) from this one element = {by_hand:+.6f}")

# Complementary problem: sextets of f^9 with parent 7F of f^8
print("Reciprocity: f^9 sextet with parent 7F of f^8")
child_c = complement(f_shell, child)
for L, letter in letters.items():
    parent_c = complement(f_shell, parents[L])
    factor = reciprocity_factor(f_shell, child, parents[L])
    formula = factor * coefficients[L]
    direct = c_from_reduced(f_shell, parent_c, child_c)
    check = projected_weight(f_shell, parent_c, True, 3, [2])
    assert abs(direct - formula) < 1e-9
    assert abs(direct ** 2 - check) < 1e-9
    assert abs(check - 7 / 27) < 1e-9
    print(f"6{letter}: factor {factor:+.6f}, c formula {formula:+.6f}, "
          f"direct {direct:+.6f}, c^2 {direct ** 2:.6f}")
    print(f"  weight left for quintet parents {1 - check:.6f}")

print("success")
```

Running it gives:

```
All numbers are dimensionless.
p^1..p^6: child-parent pairs 26, largest error 5.6e-16
d^3: child-parent pairs 40, largest error 4.4e-16
reciprocity, all p^N: largest error 8.9e-16
reciprocity, d^3 and d^8: largest error 2.2e-16
p^3 states by seniority v=1: 6, v=3: 14; common sign kappa +1
d^5 states by seniority v=1: 10, v=3: 110, v=5: 132; common sign kappa -1
Sm 4f^6 7F: N = 6, L = 3, S = 3; parents in f^5
Top states (M_L = L, M_S = S), all spins up, occupied m:
  7F: amplitude +1.000000 on [3, 2, 1, 0, -1, -2]
  6H: amplitude +1.000000 on [3, 2, 1, 0, -1]
  6F: amplitude +0.577350 on [3, 2, 1, -1, -2]
  6F: amplitude -0.816497 on [3, 2, 1, 0, -3]
  6P: amplitude +0.462910 on [3, 1, 0, -1, -2]
  6P: amplitude -0.597614 on [3, 2, 0, -1, -3]
  6P: amplitude +0.654654 on [3, 2, 1, -2, -3]
sqrt(N(2L+1)(2S+1)) = 17.146428
parent 6P: reduced +6.480741, c +0.377964, c^2 0.142857, N c^2 0.857143
parent 6F: reduced +9.899495, c +0.577350, c^2 0.333333, N c^2 2.000000
parent 6H: reduced +12.409674, c +0.723747, c^2 0.523810, N c^2 3.142857
sum of c^2 over the sextet parents = 1.000000
<7F top|a+(m=-2,up)|6H top> = -1.000000
CG orbit (5 5 3 -2|3 3) = +0.564076, CG spin = +1.000000
c(7F,6H) from this one element = +0.723747
Reciprocity: f^9 sextet with parent 7F of f^8
6P: factor +1.347151, c formula +0.509175, direct +0.509175, c^2 0.259259
  weight left for quintet parents 0.740741
6F: factor +0.881917, c formula +0.509175, direct +0.509175, c^2 0.259259
  weight left for quintet parents 0.740741
6H: factor +0.703526, c formula +0.509175, direct +0.509175, c^2 0.259259
  weight left for quintet parents 0.740741
success
```
